\section*{The Gel Point of Condensing Metal-Oxide Clusters}

\section{When do condensing clusters form a network?}

A metal-oxide resist film can start as a collection of small clusters, each a metal-oxygen core surrounded by organic ligands. Exposure removes ligands and leaves reactive sites on the core. Two such sites can condense into a bridge, for example
\begin{equation}
\mathrm{Sn{-}OH}+\mathrm{HO{-}Sn}\;\longrightarrow\;\mathrm{Sn{-}O{-}Sn}+\mathrm{H_2O}.
\label{eq:reaction}
\end{equation}
A developer that does not break these bridges can carry away molecules of a few clusters, but it cannot dissolve a network that spans the film. How many sites must react before such a network exists?

\subsection{Model and conventions}

Consider $N$ identical clusters, each with $f\ge 3$ equivalent sites, in the limit $N\to\infty$. The conversion $p$ is the fraction of all $fN$ sites that have reacted. A bond uses two sites. A molecule is a set of clusters connected by bonds, and its size is the number of clusters in it. All quantities below are pure numbers.

Three assumptions define the model:
\begin{enumerate}
\item Each site has reacted with probability $p$, independently of the other sites on its cluster.
\item The partner of a reacted site is a randomly chosen reacted site, irrespective of position in the film.
\item Finite molecules contain no loops.
\end{enumerate}
The claim is that there is no infinite molecule for $p\le p_c$, and that for every $p>p_c$ a positive fraction of the clusters belongs to an infinite molecule, where
\begin{equation}
p_c=\frac{1}{f-1}.
\label{eq:pc}
\end{equation}
The network thus appears on crossing $p_c$; at $p_c$ itself it is still absent.

\subsection{Why loops can be neglected}

The third assumption is consistent with the second, as a count of rings shows. A given site has reacted with probability $p$, and its partner is equally likely to be any of the other $fN-1$ sites. Two given sites are therefore bonded to each other with probability $p/(fN)$ for large $N$. For a fixed number $k$ of given, disjoint pairs the probability is $[p/(fN)]^k$ to leading order in $1/N$.

A ring of $k$ clusters is specified by an ordered list of clusters, of which there are $N^k$ to leading order. Each ring is listed $2k$ times, because it can start at any of $k$ clusters and run in two directions. Each cluster uses one site to enter and a different one to leave, which gives $f(f-1)$ choices. The expected number of rings of $k$ clusters is
\begin{equation}
R_k=\frac{N^k}{2k}\,[f(f-1)]^k\left(\frac{p}{fN}\right)^k
=\frac{[(f-1)p]^k}{2k}.
\label{eq:ringk}
\end{equation}
The cases $k=1$ (two sites of one cluster bonded together) and $k=2$ (a double bridge) obey the same formula. For $k=1$, for instance, there are $N f(f-1)/2$ pairs of sites, each bonded with probability $p/(fN)$.

All powers of $N$ cancel. For $(f-1)p<1$ the sum over $k$ converges, and the series $\sum_{k\ge1}x^k/k=-\ln(1-x)$ gives
\begin{equation}
R=\sum_{k=1}^{\infty}R_k=-\tfrac12\ln\!\left[1-(f-1)p\right].
\label{eq:rings}
\end{equation}
This is the number of rings in the whole sample, not per cluster, so their density vanishes as $1/N$. At and above threshold the sum diverges, but each $R_k$ with fixed $k$ remains finite. The surroundings of a typical cluster, followed through any fixed number of bonds, are therefore still free of loops. This local property is all that the argument for the threshold needs. The infinite network may close loops on itself over long distances.

\section{Average sizes below the threshold}

\subsection{Number average}

Before any reaction there are $N$ molecules. There are $fpN$ reacted sites and hence $fpN/2$ bonds. Without loops, each bond joins two previously separate molecules and lowers their number by one. The mean number of clusters per molecule is
\begin{equation}
X_n=\frac{N}{N-fpN/2}=\frac{1}{1-fp/2},\qquad p\le p_c .
\label{eq:xn}
\end{equation}
As $p$ approaches $p_c$ from below, it tends to
\begin{equation}
X_n(p_c)=\frac{1}{1-\dfrac{f}{2(f-1)}}=\frac{2(f-1)}{f-2},
\label{eq:xnc}
\end{equation}
which is finite for $f\ge3$. The number average gives no sign of the coming network, because it counts molecules equally and most of them are small.

\subsection{Weight average}

Let $N_n$ be the number of molecules of size $n$. A randomly chosen cluster lies in a molecule of size $n$ with probability $nN_n/N$. The mean size of the molecule around a random cluster is therefore the weight average
\begin{equation}
X_w=\frac{\sum_n n^2N_n}{\sum_n nN_n}.
\label{eq:xwdef}
\end{equation}
To calculate it, start from a random cluster and follow the bonds outward. The starting cluster has $f$ sites, each reacted with probability $p$, so it has on average $fp$ neighbours. A neighbour has already spent one site on the bond through which it was reached. Its other $f-1$ sites have reacted independently with probability $p$, so it leads to
\begin{equation}
m=(f-1)p
\label{eq:m}
\end{equation}
further clusters on average. The same holds in each later generation. The mean number of clusters in generation $k+1$ is $fp\,m^k$, and for $m<1$
\begin{align}
X_w&=1+fp\sum_{k=0}^{\infty}m^k
=1+\frac{fp}{1-(f-1)p}\notag\\
&=\frac{1-(f-1)p+fp}{1-(f-1)p}
=\frac{1+p}{1-(f-1)p}.
\label{eq:xw}
\end{align}
The weight average diverges at $m=1$, that is, at $p=1/(f-1)$. At this point a cluster reached through a bond has on average two reacted sites, one leading in and one leading out.

For $p<p_c$ the finite mean in \eqref{eq:xw} already excludes an infinite molecule containing a positive fraction of clusters. The divergence, however, does not prove that such a molecule exists at or above $p_c$: a random size can have an infinite mean and yet be finite with probability one. Existence needs a separate argument.

\section{Existence of the network}

\subsection{Probability that a branch ends}

Choose a site on a cluster and look at what lies behind it, away from that cluster. Let $v_k$ be the probability that fewer than $k$ generations of clusters lie there. Then $v_0=0$. Fewer than $k+1$ generations lie behind the site in two mutually exclusive cases: the site is unreacted, or it is reacted and each of the $f-1$ other sites of the next cluster has fewer than $k$ generations behind it. These $f-1$ branches are independent because there are no loops, so
\begin{equation}
v_{k+1}=1-p+p\,v_k^{\,f-1},\qquad v_0=0.
\label{eq:rec}
\end{equation}

The right-hand side increases with $v_k$, and $v_1=1-p\ge v_0$. By induction the sequence never decreases. It is bounded by one and has a limit $v$, the probability that the branch is finite. By continuity,
\begin{equation}
v=1-p+p\,v^{\,f-1}.
\label{eq:fix}
\end{equation}
This equation can have several roots in $[0,1]$. If $r$ is any of them, then $v_0=0\le r$, and $v_k\le r$ implies $v_{k+1}\le 1-p+pr^{f-1}=r$. Hence $v\le r$: the physical solution is the smallest root.

\subsection{The threshold condition}

The value $v=1$ always satisfies \eqref{eq:fix}. To find out whether there is a smaller root, rewrite the equation as $1-v=p(1-v^{f-1})$ and factor the right-hand side:
\begin{equation}
1-v=p(1-v)\left(1+v+v^2+\cdots+v^{f-2}\right).
\label{eq:factor}
\end{equation}
For $v\ne1$ one may divide by $1-v$, which leaves
\begin{equation}
1=S(v),\qquad S(v)=p\sum_{j=0}^{f-2}v^j .
\label{eq:S}
\end{equation}
For $f\ge3$ and $p>0$, $S$ rises strictly and continuously from $S(0)=p\le1$ to $S(1)=(f-1)p$. There are two cases.

If $(f-1)p\le1$, then $S(v)<1$ for all $v<1$. No root below one exists, so $v=1$ and every branch is finite with probability one. This includes $p=p_c$, where the mean size is infinite but no network exists.

If $(f-1)p>1$, then $S$ passes through one at a single point $v<1$. A branch is then infinite with the positive probability $1-v$. This proves \eqref{eq:pc} in both directions.

\subsection{Gel fraction}

A cluster belongs to a finite molecule when all its $f$ branches are finite. The gel fraction, meaning the share of clusters in infinite molecules, is
\begin{equation}
G=1-v^f .
\label{eq:G}
\end{equation}
The argument does not show that all these clusters belong to one and the same molecule. Random pairing in samples of 200\,000 clusters indicates that they do: the largest molecule alone contains a fraction close to $G$ in the cases tested.

For $f=3$, equation \eqref{eq:S} reads $1=p(1+v)$, so that above $p_c=1/2$
\begin{equation}
v=\frac{1-p}{p},\qquad G=1-\left(\frac{1-p}{p}\right)^3 .
\label{eq:f3}
\end{equation}
At $p=0.6$ this gives $v=2/3$ and $G=19/27\approx0.704$; the largest molecule in the samples holds a fraction 0.704, which agrees within the sampling error of a few thousandths.

For general $f$, the onset follows from an expansion. Write $v=1-\epsilon$ and $p=p_c(1+\delta)$ with small $\delta>0$. Since $S$ is continuous and strictly increasing, $\epsilon\to0$ as $\delta\to0$. Equation \eqref{eq:fix} becomes $\epsilon=p[1-(1-\epsilon)^{f-1}]$. With
\begin{equation}
(1-\epsilon)^{f-1}=1-(f-1)\epsilon+\frac{(f-1)(f-2)}{2}\epsilon^2+O(\epsilon^3),
\label{eq:binom}
\end{equation}
division by $\epsilon$ and use of $(f-1)p=1+\delta$ give
\begin{equation}
1=(1+\delta)\left[1-\frac{f-2}{2}\epsilon+O(\epsilon^2)\right].
\label{eq:expand}
\end{equation}
To first order $0=\delta-(f-2)\epsilon/2$. Since $G=1-(1-\epsilon)^f\simeq f\epsilon$,
\begin{equation}
\epsilon\simeq\frac{2\delta}{f-2},\qquad
G\simeq\frac{2f}{f-2}\,\delta .
\label{eq:slope}
\end{equation}
The gel fraction starts from zero without a jump but with a finite slope.

\subsection{Two sites per cluster}

For $f=2$ the clusters form chains. The sum in \eqref{eq:S} has one term, $S=p$, so there is no root below one for $p<1$: each chain is finite at incomplete conversion. The weight average $(1+p)/(1-p)$ diverges only as $p\to1$, in agreement with $1/(f-1)=1$. Even in that limit the molecules are long chains, which close into rings when every site has reacted, and not a branched network. At $p=1$ exactly, a few rings hold all the clusters and the largest holds a finite share of them, unlike the case $f\ge3$ at $p_c$. A third site is what allows a network to form while other sites remain unreacted.

\section{Worked example: six sites per cluster}

Take a model cluster with $f=6$. The threshold is
\begin{equation}
p_c=\frac{1}{6-1}=0.20 .
\end{equation}
At this conversion a cluster has on average $6\times0.20=1.2$ reacted sites, and there are $0.6$ bonds per cluster. The number-average size is $1/(1-0.6)=2.5$. A network is about to form although four fifths of the sites are unreacted and the average molecule contains two or three clusters.

At $p=0.15$, equations \eqref{eq:xn} and \eqref{eq:xw} give
\begin{equation}
X_n=\frac{1}{1-0.45}=1.82,\qquad
X_w=\frac{1.15}{1-0.75}=4.60 .
\end{equation}
Random pairing, with loops permitted, gives 1.82 and 4.59. At $p=0.19$ the two averages are 2.33 and 23.8, and at $p=0.199$ they are 2.48 and 240. The last step lowers the number of molecules by only about 6\,\%, but it multiplies the weight average by ten because the denominator of \eqref{eq:xw} falls from 0.05 to 0.005.

The number of loops at $p=0.15$ follows from \eqref{eq:rings}: $R=-\tfrac12\ln0.25=0.693$. The sampled means are 0.68 for 2500 clusters and 0.72 for 10\,000 clusters. If the loop count is taken as Poisson distributed, the mean of 800 samples scatters by about $\sqrt{0.693/800}\approx0.03$, so both values agree with the formula. A fourfold larger sample does not contain four times as many loops.

Above threshold, \eqref{eq:S} must be solved numerically. At $p=0.24$ the root is $v=0.9087$, and
\begin{equation}
G=1-0.9087^6=0.437 .
\end{equation}
The largest molecule in the random samples contains a fraction 0.439. At $p=0.30$ the gel fraction is 0.746, against 0.747 in the samples. An increase in conversion from 20\,\% to 30\,\% thus brings about three quarters of the clusters into the network.

The slope in \eqref{eq:slope} is $2\times6/4=3$. At $p=0.21$, where $\delta=0.05$, the linear estimate is $G\approx0.15$, while the full solution is 0.138. At $p=0.22$ the values are 0.30 and 0.254. The linear law is therefore useful only close to the threshold.

The numerical output also locates the threshold from the recursion \eqref{eq:rec} alone, as the conversion at which a branch still survives after 20\,000 generations with probability above $10^{-3}$. For $f=6$ this gives 0.2004 instead of 0.2000. The shift comes from the cut: setting $\epsilon=10^{-3}$ in \eqref{eq:slope} gives $\delta=2\times10^{-3}$, which is a shift of 0.0004 in $p$.

\section{What the threshold means for a resist}

The conversion in \eqref{eq:pc} counts bonded sites, not sites activated by exposure. Suppose each site is activated independently with probability $a$, and an activated site has bonded with probability $c$. Then $p=ac$, and a network requires
\begin{equation}
ac>\frac{1}{f-1}.
\label{eq:activation}
\end{equation}
Even if all activated sites condense, $a$ itself must exceed $1/(f-1)$.

Independence matters here. Consider the opposite extreme, in which activation occurs cluster by cluster: a fraction $a$ of the clusters has all $f$ sites activated and the others have none. The active clusters then form a system of their own, whose conversion is $p/a$. Their network appears when $p/a$ exceeds $1/(f-1)$, so the threshold in terms of all sites is
\begin{equation}
p_c^{\,\mathrm{corr}}=\frac{a}{f-1},
\label{eq:corr}
\end{equation}
which lies below \eqref{eq:pc} for $a<1$. A network thus appears with fewer bonds when these are concentrated on fewer clusters, but it can contain at most the fraction $a$ of all clusters. The inactive clusters remain soluble in this model.

The neglect of loops is also a condition on the film. In \eqref{eq:ringk} the factor $1/N$ for each bond arose because a site could choose its partner from the whole sample. In a rigid film a cluster can reach only a few neighbours. The probability that two adjacent clusters bond then does not fall with $N$, and the number of small rings grows in proportion to $N$. A bond that closes a ring uses two sites without joining separate molecules, so \eqref{eq:xn} and the independent branches behind \eqref{eq:rec} are no longer exact, and the threshold moves upward. As an illustration, place the clusters on a simple cubic lattice, where each of six sites can bond only to the facing neighbour. The network then appears near $p\approx0.25$ instead of 0.20. At $p=0.21$ to $0.24$, where the random-pairing model gives $G=0.14$ to $0.44$, there is no network at all, and at $p=0.30$ the gel fraction is about 0.72. The number average is affected much less well below threshold: 1.81 instead of 1.82 at $p=0.15$.

The network itself does contain loops, as a count of its bonds shows. A bond belongs to a finite molecule when the $f-1$ further branches at each of its two ends are finite, which has probability $v^{2(f-1)}$. Per cluster of the sample, the network therefore contains $(fp/2)\left[1-v^{2(f-1)}\right]$ bonds and $G$ clusters. For $f=6$ and $p=0.24$ these numbers are 0.444 and 0.437. A loop-free molecule has fewer bonds than clusters, so the excess bonds must close loops. These loops lie in the infinite network and leave the condition for its first appearance unchanged.

Finally, $p_c$ marks the appearance of an infinite molecule, not directly the exposure at which a developed line remains. A developer may fail to dissolve large finite molecules, and a sparse network just above threshold may not hold together as a film. Relating $p_c$ to a measured dose requires models of activation, condensation and dissolution in addition to the connectivity treated here.

\section*{Table of computed values}
\begin{verbatim}
Threshold conversion: located by generations | 1/(f-1)
  f = 3: 0.5003 | 0.5000
  f = 4: 0.3337 | 0.3333
  f = 6: 0.2004 | 0.2000
  f = 8: 0.1433 | 0.1429
Random pairing, 200000 clusters, mean of 5 samples
  largest-molecule fraction: sample | G from formula
  f = 3, p = 0.4000: 0.0006 | 0.0000
  f = 3, p = 0.6000: 0.7043 | 0.7037
  f = 4, p = 0.2667: 0.0005 | 0.0000
  f = 4, p = 0.4000: 0.5437 | 0.5415
  f = 6, p = 0.1600: 0.0006 | 0.0000
  f = 6, p = 0.2400: 0.4390 | 0.4370
Mean number of loops in a whole sample, f = 6, p = 0.15
  2500 clusters, 800 samples: 0.68
  10000 clusters, 800 samples: 0.72
  formula for large samples: 0.693
Worked example: f = 6 sites per cluster
  threshold conversion: 0.2000 (20.0 %)
  reacted sites per cluster at threshold: 1.20
  bonds per cluster at threshold: 0.60
  X_n at threshold: 2.50 clusters
  conversion with one bond per cluster: 0.3333
  below threshold: p, X_n, X_w (clusters)
    0.100, 1.429, 2.20
    0.150, 1.818, 4.60
    0.190, 2.326, 23.80
    0.199, 2.481, 239.80
  random pairing at p = 0.150: X_n = 1.818, X_w = 4.59
  above threshold: p, v, G
    0.21, 0.9756, 0.1377
    0.22, 0.9523, 0.2540
    0.24, 0.9087, 0.4370
    0.30, 0.7957, 0.7462
  random pairing at p = 0.30: largest fraction = 0.7469
  initial slope of G per relative excess conversion: 3.000
\end{verbatim}
